# Why rare long flights give a plane slot its logarithmic transmission

**Question.** A dilute gas enters a slot between two wide parallel plates a height $h$ apart and a length $L\gg h$ along the flow. Molecules meet the walls but not each other. An ordinary random walk between the walls would give a transmission proportional to $h/L$. Why does the slot follow $(h/L)\ln(L/h)$ instead, which flights supply the logarithm, and what does the law give for ethylene in a cavity 500 nm high and 100000 nm long?

**Answer.**

### The flights and their weight

Assume that the walls re-emit every molecule by the cosine law, that the entrance gas is isotropic, that the exit is a vacuum, and that the width is unlimited. Let $x$ run along the flow and $z$ across the width.

A molecule leaving one plate lands on the other at a displacement $(s,z)$, after a path $r=\sqrt{s^2+h^2+z^2}$. The cosine law gives the probability $\cos\theta\,d\Omega/\pi$, with $\cos\theta=h/r$ and $d\Omega=\cos\theta\,ds\,dz/r^2$. The density on the opposite plate is therefore $h^2/(\pi r^4)$. With $a^2=s^2+h^2$ and $\int dz\,(a^2+z^2)^{-2}=\pi/(2a^3)$, the density of the displacement along the flow is

$$K(s)=\frac{h^2}{2(s^2+h^2)^{3/2}} .$$

The chance of a flight longer than $s$, in either direction, is

$$2\int_s^\infty K\,ds'=1-\frac{s}{\sqrt{s^2+h^2}}\simeq\frac{h^2}{2s^2}\qquad(s\gg h).$$

Long flights are grazing and rare, but diffusion weights each flight by $s^2$. The second moment of all flights shorter than $c$ is

$$M(c)=2\int_0^c s^2K\,ds=h^2\left[\operatorname{arsinh}\frac ch-\frac{c}{\sqrt{c^2+h^2}}\right].$$

For $c\gg h$ it grows as $h^2\ln c$. The rarity and the weight cancel, so every decade of flight length well above $h$ adds $h^2\ln10=2.303\,h^2$. The decade from $10h$ to $100h$ already adds $2.295\,h^2$.

To turn this into a flow, let $\nu(x)$ be the number of molecules striking, and leaving, unit area of either plate per unit time. Per unit width, the two plates emit $2\nu$ per unit length. Flights of displacement $s>0$ cross the plane $x$ if they start within $s$ before it; those of displacement $-s$ must start within $s$ after it. For a linear $\nu$ the difference of the two numbers is

$$\int_{x-s}^{x}2\nu\,dx'-\int_x^{x+s}2\nu\,dx'=-2s^2\frac{d\nu}{dx}.$$

Multiplication by $K$ and integration over $s>0$ gives the current $J=-M\,d\nu/dx$. If $\nu$ falls from $\nu_0$ to zero over $L$, then $J=M\nu_0/L$. The incident current is $\nu_0h$. Flights much longer than $L$ cannot act as diffusion inside the slot, so $M$ is cut near $L$, and

$$W=\frac{J}{\nu_0h}\simeq\frac hL\ln\frac Lh .$$

This fixes the leading coefficient but not the constant beside the logarithm, because the cut at $L$ was only estimated.

### A balance without the estimated cut

Write $n(x)=\nu(x)/\nu_0$. Replace the entrance gas by plates continued to $x<0$ and held at $n=1$. Cosine emission has the same intensity in all directions, so these plates send the same isotropic stream through the plane $x=0$ as the gas did. Behind the exit set $n=0$. Inside the slot,

$$n(x)=\int_{-\infty}^{\infty}K(x-x')\,n(x')\,dx' .$$

The function $1-n(L-x)$ obeys the same equation with the same outer values, so $n(x)+n(L-x)=1$. The mean number of wall hits per entering molecule is then $(2/h)\int_0^Ln\,dx=L/h$.

Since $K$ is even, the net current between strips $dx$ and $dx'$ on opposite plates is $\nu_0K(x-x')[n(x)-n(x')]\,dx\,dx'$. This is a network of resistors with $n$ as the voltage. Define

$$E[n]=\iint K(x-x')\,[n(x)-n(x')]^2\,dx\,dx'=\int n(x)I(x)\,dx,$$

$$I(x)=2\int K(x-x')[n(x)-n(x')]\,dx' .$$

The second form of $E$ follows by expanding one factor and exchanging $x$ and $x'$. For the true profile $I=0$ inside the slot, while $n=0$ behind it and $n=1$ before it. What remains is the net current leaving the entrance side, so $E=hW$.

Add a change $\varphi$ that vanishes outside the slot. The cross term is $2\int I\varphi\,dx=0$, and the remaining term $E[\varphi]$ is not negative. Hence $hW$ is the minimum of $E$, and any trial profile gives an upper bound.

### The constant beside the logarithm

Take the linear profile $n_0=1-x/L$ inside the slot. Let $G(s)=\int[n_0(x)-n_0(x+s)]^2dx$. For $s<L$, the pairs with both ends inside give $(L-s)s^2/L^2$, and those straddling each end give $s^3/(3L^2)$. For $s>L$, the pairs that span the whole slot give $s-L$, and each group with one end inside gives $L/3$. Thus

$$G=\frac{s^2}{L}-\frac{s^3}{3L^2}\quad(s<L),\qquad G=s-\frac L3\quad(s>L).$$

The bound is $hW\le2\int_0^\infty KG\,ds=h^2\int_0^\infty G\,(s^2+h^2)^{-3/2}ds$. For $L\gg h$ the three parts of the last integral are

$$\frac1L\left[\ln\frac{2L}h-1\right],\qquad-\frac1{3L},\qquad\int_L^\infty\frac{s-L/3}{s^3}ds=\frac5{6L}.$$

Their sum gives

$$W\lesssim\frac hL\left[\ln\frac{2L}{h}-\frac12\right].$$

The true profile relaxes from the straight line. Let $(A\varphi)(x)=\int K(x-x')[\varphi(x)-\varphi(x')]dx'$. By symmetry $A$ gives zero on the endless line $1-x/L$. The profile $n_0$ lies below that line by $|x'|/L$ before the slot and above it by $(x'-L)/L$ behind. With the tail $K\simeq h^2/(2s^3)$, the first difference contributes

$$\frac{h^2}{2L}\int_x^\infty\frac{s-x}{s^3}ds=\frac{h^2}{4Lx},$$

and the second gives the mirror term with opposite sign:

$$r=An_0=\frac{h^2}{4L}\left[\frac1x-\frac1{L-x}\right].$$

With $n=n_0+\varphi$, $E=E[n_0]+4\int\varphi r\,dx+2\int\varphi A\varphi\,dx$. The minimum is at $A\varphi=-r$, where $E=E[n_0]+2\int\varphi r\,dx$. To leading logarithm $A\simeq-\tfrac12h^2\Lambda\,d^2/dx^2$, with $\Lambda=\ln(L/h)$. In terms of $u=x/L$,

$$\frac{d^2\varphi}{du^2}=\frac1{2\Lambda}\left[\frac1u-\frac1{1-u}\right],\qquad\varphi=\frac{F}{2\Lambda},$$

$$F=u\ln u-(1-u)\ln(1-u),$$

which vanishes at both ends. Since $r=(h^2/4L^2)F''$, integration by parts gives

$$2\int_0^L\varphi r\,dx=\frac{h^2}{4L\Lambda}\int_0^1FF''du=-\frac{h^2}{4L\Lambda}\int_0^1F'^2du .$$

Here $F'=2+\ln u+\ln(1-u)$. The integrals over $0<u<1$ of $\ln u$, $\ln^2u$ and $\ln u\ln(1-u)$ are $-1$, $2$ and $2-\pi^2/6$; the last follows by expanding $\ln(1-u)$ in powers of $u$. So

$$\int_0^1F'^2du=4-8+4+2\left(2-\frac{\pi^2}6\right)=4-\frac{\pi^2}3 ,$$

and finally

$$W=\frac hL\left[\ln\frac Lh+\ln2-\frac12-\frac{1-\pi^2/12}{\ln(L/h)}+\dots\right].$$

The last coefficient is 0.1775. Numerical minimisation of $E$ between $L/h=10^{12}$ and $10^{24}$, a purely mathematical range, gives 0.177. There the relaxation term is fitted by this coefficient divided by $\ln(L/h)-2.7$. The fitted form shows that the terms left out above include higher inverse powers of $\ln(L/h)$, which fall slowly as $L/h$ grows. Call the logarithm, the constant $\ln2-\tfrac12$ and the inverse logarithm together the three-term law. At $L/h=200$ it is 0.75 % above the solution of the balance equation; at $L/h=10^4$ it is about 0.1 % above the numerical minimum.

### Evidence that long flights are the cause

Molecules that cross without touching a wall are not the source of the logarithm. They correspond to links from $x<0$ directly to $x>L$, so their part of $W$ is

$$\frac2h\int_L^\infty(s-L)K\,ds=\frac{\sqrt{L^2+h^2}-L}{h}\simeq\frac h{2L}.$$

The logarithm needs the wall-to-wall flights of all lengths between $h$ and $L$.

This can be tested by deleting from the network every link longer than $c=5.05h$, which returns those molecules to their point of emission. Only 1.90 % of flights are affected. The second moment is now finite, and the diffusion argument predicts $WL/h\to M(c)/h^2=1.34$ for a long slot.

| $L/h$ | $WL/h$, all flights | $WL/h$, long flights deleted |
|---|---|---|
| 25 | 3.30 | 1.26 |
| 100 | 4.71 | 1.32 |

With all flights present, $WL/h$ rises by 1.41, close to $\ln4=1.39$. Without the long ones it rises by 0.06 and approaches the predicted limit. At $L/h=100$ the deletion lowers $W$ from 0.047 to 0.013.

### What limits the logarithm

At a given $s$, averaging over $z$ with the weight $(a^2+z^2)^{-2}$ gives a mean path $4a/\pi$ and a mean sideways travel $2a/\pi$, where $a=\sqrt{s^2+h^2}$. A flight that advances by about $L$ thus has a path, and a sideways travel, comparable with $L$. Both the mean free path and the width must be large compared with $L$; being large compared with $h$ is not enough. If side walls stand a distance $w$ apart with $h\ll w\ll L$, the same cut argument suggests that $\ln(L/h)$ is replaced by roughly $\ln(w/h)$, and the decay returns to $1/L$ at fixed $h$ and $w$.

Partly specular walls act the other way. Let each hit be specular with probability $f$. Then $k$ equal flights join into one with probability $(1-f)f^{k-1}$. Their total displacement has the density $K(s/k)/k$, which is the flight law of a gap $kh$. Diffuse emission occurs at the rate $(1-f)\nu$, so the energy for gap $kh$ enters with weight $(1-f)^2f^{k-1}$. Its leading part is $(k^2h^2/L)\ln(L/kh)$. Since $\sum_kk^2f^{k-1}=(1+f)/(1-f)^3$, the leading coefficient of $W$ becomes

$$\frac{1+f}{1-f}.$$

For $f=0.3$ and $L/h=20$, minimising the full weighted energy gives $W=0.219$, and a three-dimensional random walk gives $0.2185\pm0.0007$. The leading coefficient fails as $f\to1$, where the joined flights become longer than the slot.

### The number for ethylene

Take C₂H₄ at 300 K and 0.01 Torr, with $h=500$ nm, $L=100000$ nm and a width of $10^7$ nm. Then $L/h=200$ and $\ln(L/h)=5.298$. The leading law gives

$$W\simeq\frac{5.298}{200}=0.0265,$$

and the three-term law gives

$$W\simeq\frac{5.298+0.693-0.500-0.034}{200}=0.0273 .$$

The balance equation gives $W=0.0271$. The leading law is 2.2 % below this value.

The entrance flux, $p/\sqrt{2\pi mk_BT}$ with $m=28.05$ u, is $3.83\times10^4$ molecules per nm² per second. The transmitted flow is

$$3.83\times10^4\times500\times10^7\times0.0271=5.2\times10^{12}\ \text{molecules/s}.$$

Straight-through molecules supply $0.0025/0.0271=9.2\,\%$ of $W$. Flights longer than $10h$ are 0.50 % of all flights, yet they carry 64 % of the transport, measured as their share of $E$ for the linear profile. The value can be read from the moments: shorter flights supply about $2.00$ of the total $5.49$ in $EL/h^2$.

These dimensions are round values in the rough regime of lateral high-aspect-ratio cavities used to study vapour deposition. The model needs an open, pumped far end. In a closed cavity $W$ is instead the chance that an entering molecule reaches the depth $L$ before it leaves. Treating the molecules as hard spheres with a rough diameter of 0.42 nm gives a mean free path of about $4\times10^6$ nm, or 40 times $L$. This estimate depends on the diameter chosen: the hard-sphere diameter that matches the viscosity of ethylene at 300 K is nearer 0.49 nm, which shortens the path to about $3\times10^6$ nm, or 29 times $L$. With the longer path, flights met by gas collisions carry at most about 1 % of the transport (1.3 % with the shorter), and flights met by side walls at most about 0.2 %. At 1 Torr and the same temperature the path would be 100 times shorter: still about 80 times $h$, but only 0.4 times $L$, so the present law could not be used.

Departures from the assumed walls can matter more, depending on their size. An assumed specular fraction of 5 % raises $W$ by 7.7 %. This is less than the 10.5 % in the leading coefficient, because a gap $kh$ has the smaller logarithm $\ln(L/kh)$. An assumed sticking probability of $10^{-5}$ per hit lowers $W$ by 2.5 %. A strongly reacting precursor breaks the assumption of lossless walls and needs a balance with loss. Roughness, surface diffusion and any pillars that support the cavity roof are left out; thin pillars of diameter $D$ on a square grid of spacing $b$ leave a free path of about $b^2/D$ between them, and this too must be large compared with $L$. The remaining values are in the numerical output below.

## Calculated quantities

```
GENERAL RESULTS (lengths in units of h, W dimensionless)
flights longer than 1 h: 29.2893 %; second moment below: 0.1743 h^2
flights longer than 10 h: 0.4963 %; second moment below: 2.0032 h^2
flights longer than 100 h: 0.0050 %; second moment below: 4.2984 h^2
moment added from 10 h to 100 h: 2.2952 h^2
ln 10 = 2.3026
L/h=20: W=0.153888, W L/h=3.0778, three-term W L/h=3.1296, linear bound=3.2219
L/h=25: W=0.132012, W L/h=3.3003, three-term W L/h=3.3569, linear bound=3.4385
L/h=50: W=0.080030, W L/h=4.0015, three-term W L/h=4.0598, linear bound=4.1185
L/h=100: W=0.047092, W L/h=4.7092, three-term W L/h=4.7598, linear bound=4.8050
L/h=200: W=0.027086, W L/h=5.4172, three-term W L/h=5.4580, linear bound=5.4948
three-term law minus true W: +0.75 % at L/h=200, +0.10 % at L/h=1e4
random walk, L/h=20: W = 0.15378 +- 0.00057
random walk, L/h=20, 30 % specular: W = 0.21854 +- 0.00065
minimum principle, same case: W = 0.21939
W/[(h/L) ln(L/h)] at L/h=200: 1.0224
W/[(h/L) ln(L/h)] at L/h=1e4: 1.0179
W/[(h/L) ln(L/h)] at L/h=1e12: 1.0067
1/ln coefficient, numerical: 0.1769; 1-pi^2/12 = 0.1775
shift of the logarithm in the relaxation term, numerical: 2.7
deleted flights: longer than 5.05 h, 1.90 %
W L/h with all flights, L/h=25 and 100: 3.3003, 4.7092
W L/h after deletion, L/h=25 and 100: 1.2575, 1.3193
cut second moment, predicted limit: 1.3412
EXAMPLE: C2H4 IN A WIDE LATERAL CAVITY
height 500 nm, length 100000 nm, width 10000000 nm
temperature 300 K, entrance pressure 0.01 Torr
molecular mass 28.05 u, rough diameter 0.42 nm
L/h = 200, ln(L/h) = 5.2983
transmission W = 0.027086
leading law (h/L) ln(L/h) = 0.026492
three-term law = 0.027290
straight-through part = 0.002500, share of W = 9.23 %
share of transport by flights > 10 h (linear profile): 63.8 %
mean wall hits per entering molecule: 200.00
entrance flux = 3.8293e+04 molecules/(nm^2 s)
transmitted flow = 5.186e+12 molecules/s
NEGLECTED EFFECTS, SIZED FOR THE EXAMPLE
mean free path = 3.96e+06 nm; over h: 7928; over L: 39.6
transport share of flights met by gas collisions, at most about 0.97 %
transport share of flights met by side walls, at most about 0.19 %
specular fraction 5 % (assumed): W changes by +7.72 %
sticking probability 1e-05 (assumed): W changes by -2.54 %
```
